# Centre Temperature of a Suddenly Heated Disk on a Half-Space

A transistor cell is modelled as a flat circular heat source on a thick piece of silicon. The silicon fills \(z>0\), with constant conductivity \(k\), heat capacity per unit volume \(C\) and diffusivity \(\alpha=k/C\). It is at ambient temperature until \(t=0\). From then on a constant flux \(q\), the heat entering the solid per unit area and time, passes through the surface disk \(r<a\). The rest of the surface is insulated. With \(\Delta T\) the rise above ambient,

\[
\frac{\partial \Delta T}{\partial t}=\alpha\nabla^2\Delta T,\qquad
-k\left.\frac{\partial \Delta T}{\partial z}\right|_{z=0}=\begin{cases}q,& r<a\\ 0,& r>a.\end{cases}
\]

The first equation combines energy balance with Fourier's law. The quantity sought is the rise at the disk centre, \(r=z=0\).

## (a) One point release of heat

**Show that an energy \(E\), released at \(t=0\) at a point of the insulated surface, produces the rise \(EG/C\) with**

\[
G(R,t)=\frac{2}{(4\pi\alpha t)^{3/2}}\,e^{-R^2/(4\alpha t)},
\]

**where \(R\) is the distance from that point.**

**Solution.** Four properties are needed. First, \(G\) must obey the heat equation. Its time derivative is

\[
\frac{\partial G}{\partial t}=\left(-\frac{3}{2t}+\frac{R^2}{4\alpha t^2}\right)G .
\]

Since \(\partial G/\partial R=-RG/(2\alpha t)\), the spherical Laplacian gives

\[
\frac{\alpha}{R^2}\frac{\partial}{\partial R}\!\left(-\frac{R^3G}{2\alpha t}\right)
=\frac{\alpha}{R^2}\left(-\frac{3R^2}{2\alpha t}+\frac{R^4}{4\alpha^2t^2}\right)G ,
\]

which is the same expression.

Second, no heat may cross the surface. With the source at \(z=0\), \(\partial G/\partial z=-zG/(2\alpha t)\), which vanishes there.

Third, the energy must be \(E\). Over the half-space, using \(\int_0^\infty R^2e^{-R^2/b}dR=\sqrt\pi\,b^{3/2}/4\) with \(b=4\alpha t\),

\[
\int_0^\infty 2\pi R^2G\,dR=\frac{4\pi}{(\pi b)^{3/2}}\,\frac{\sqrt\pi\,b^{3/2}}{4}=1 .
\]

The stored energy \(C\int (EG/C)\,dV\) is therefore \(E\).

Fourth, \(G\to0\) as \(t\to0\) at any \(R>0\), so all the energy starts at the source point. The factor 2 in \(G\) reflects that heat spreads into half of space.

## (b) A flash over the whole disk

**Unit energy per area is released over the disk at one instant. Find the rise at the centre a time \(\tau\) later.**

**Solution.** A ring of radius \(r\) and width \(dr\) has area \(2\pi r\,dr\), and all of it lies at distance \(r\) from the centre. The equations are linear, so the rings add:

\[
\frac1C\int_0^a2\pi r\,G(r,\tau)\,dr
=\frac{4\pi}{C(4\pi\alpha\tau)^{3/2}}\int_0^a r\,e^{-r^2/(4\alpha\tau)}dr .
\]

The last integral is \(2\alpha\tau\,[1-e^{-a^2/(4\alpha\tau)}]\). The prefactors combine as \(8\pi\alpha\tau/(4\pi\alpha\tau)^{3/2}=2/(4\pi\alpha\tau)^{1/2}\), so the rise is

\[
\frac{1}{C\sqrt{\pi\alpha\tau}}\left[1-e^{-a^2/(4\alpha\tau)}\right].
\]

The first term is the response to a flash over the entire surface. The second removes the part that would have come from outside the disk.

## (c) Steady heating from \(t=0\)

**Find the centre rise in closed form.**

**Solution.** The heating is a succession of flashes, each of energy \(q\,d\tau\) per area. The flash that occurred a time \(\tau\) ago contributes the result of (b), so

\[
\Delta T(t)=\frac{q}{C\sqrt{\pi\alpha}}\int_0^t\frac{1-e^{-a^2/(4\alpha\tau)}}{\sqrt\tau}\,d\tau .
\]

Let \(u=\sqrt{\alpha\tau}/a\). Then \(d\tau/\sqrt\tau=(2a/\sqrt\alpha)\,du\). With \(C\alpha=k\) and

\[
x=\frac{a}{2\sqrt{\alpha t}},
\]

the upper limit is \(U=1/(2x)\), and

\[
\Delta T=\frac{2qa}{k\sqrt\pi}\,I,\qquad I=\int_0^{U}\left(1-e^{-1/(4u^2)}\right)du .
\]

Integrate by parts. The derivative of \(1-e^{-1/(4u^2)}\) is \(-e^{-1/(4u^2)}/(2u^3)\), and the boundary term at \(u=0\) is zero. Hence

\[
I=\frac{1-e^{-x^2}}{2x}+\int_0^{U}\frac{e^{-1/(4u^2)}}{2u^2}\,du .
\]

In the remaining integral put \(y=1/(2u)\), so that \(dy=-du/(2u^2)\). It becomes \(\int_x^\infty e^{-y^2}dy=\tfrac{\sqrt\pi}{2}\,\mathrm{erfc}\,x\). Therefore

\[
\boxed{\;\Delta T(t)=\frac{qa}{k}\left[\mathrm{erfc}\,x+\frac{1-e^{-x^2}}{x\sqrt\pi}\right]\;}
\]

Because \(qa/k=2q\sqrt{\alpha t}\,x/k\), the same result reads

\[
\Delta T(t)=\frac{2q\sqrt{\alpha t}}{k}\left[\frac1{\sqrt\pi}-\mathrm{ierfc}\,x\right],\qquad
\mathrm{ierfc}\,x=\frac{e^{-x^2}}{\sqrt\pi}-x\,\mathrm{erfc}\,x .
\]

## (d) The early rise

**Find the law for \(\alpha t\ll a^2\) and the size of its error.**

**Solution.** Early times mean large \(x\), where \(\mathrm{ierfc}\,x\to0\). What remains is

\[
\Delta T\simeq\frac{2q}{k}\sqrt{\frac{\alpha t}{\pi}} .
\]

The radius has dropped out: the centre responds as if the whole surface were heated. Heat occupies a depth of order \(\sqrt{\alpha t}\), and the temperature drop across that depth at flux \(q\) is of order \(q\sqrt{\alpha t}/k\).

The true rise falls below this law by the relative amount \(\delta=\sqrt\pi\,\mathrm{ierfc}\,x=e^{-x^2}-\sqrt\pi\,x\,\mathrm{erfc}\,x\). Two integrations by parts, each using \(2y\,e^{-y^2}\) as the factor to be integrated, give

\[
\int_x^\infty e^{-y^2}dy=\frac{e^{-x^2}}{2x}-\frac{e^{-x^2}}{4x^3}+\frac34\int_x^\infty\frac{e^{-y^2}}{y^4}dy .
\]

Multiplying by \(2x\) gives \(\sqrt\pi\,x\,\mathrm{erfc}\,x\), so

\[
\delta=\frac{e^{-x^2}}{2x^2}-\frac{3x}{2}\int_x^\infty\frac{e^{-y^2}}{y^4}dy<\frac{e^{-x^2}}{2x^2} .
\]

The subtracted term is smaller than \(3e^{-x^2}/(4x^4)\), so the bound is also the leading estimate at large \(x\). The departure is exponentially small in \(a^2/(4\alpha t)\), because it comes from the missing heat beyond the edge, a distance \(a\) away.

## (e) The final value and the approach to it

**Find the limit for \(\alpha t\gg a^2\), its first corrections, and the time at which the two limiting laws cross.**

**Solution.** Now \(x\) is small. The two parts of the bracket expand as

\[
\mathrm{erfc}\,x=1-\frac{2}{\sqrt\pi}\left(x-\frac{x^3}{3}+\cdots\right),\qquad
\frac{1-e^{-x^2}}{x\sqrt\pi}=\frac1{\sqrt\pi}\left(x-\frac{x^3}{2}+\cdots\right).
\]

Their sum gives

\[
\Delta T=\frac{qa}{k}\left[1-\frac{x}{\sqrt\pi}+\frac{x^3}{6\sqrt\pi}-\cdots\right]\;\longrightarrow\;\frac{qa}{k}.
\]

The final value can be found without the transient. A steady power \(P\) entering at a surface point crosses hemispheres of area \(2\pi R^2\), so its rise is \(P/(2\pi kR)\). Summing over rings,

\[
\int_0^a\frac{q\,2\pi r\,dr}{2\pi kr}=\frac{qa}{k}.
\]

The remaining fraction is \(\varepsilon\simeq x/\sqrt\pi=a/(2\sqrt{\pi\alpha t})\), which is reached at

\[
t\simeq\frac{a^2}{4\pi\alpha\,\varepsilon^2}.
\]

A ten times smaller remainder takes a hundred times longer. The approach is a power law because heat released long ago has spread through a volume of order \((\alpha\tau)^{3/2}\), and the sum of these old contributions converges slowly.

The early law reaches the final value when \(2\sqrt{\alpha t/\pi}=a\), that is, at

\[
t_c=\frac{\pi a^2}{4\alpha}.
\]

This marks the change of regime. It is not an exponential time constant, since the final approach is not exponential.

## (f) Cooling after a pulse

**The flux is switched off at \(t_p\). Find the centre rise long afterwards.**

**Solution.** Switching off is the same as adding a flux \(-q\) from \(t_p\) on. By linearity the rise is \(\Delta T(t)-\Delta T(t-t_p)\), with \(\Delta T\) from (c). When \(\alpha(t-t_p)\gg a^2\), the constant terms cancel and the first corrections leave

\[
\frac{qa^2}{2k\sqrt{\pi\alpha}}\left[\frac1{\sqrt{t-t_p}}-\frac1{\sqrt t}\right].
\]

If also \(t\gg t_p\), the bracket is \(t_p/(2t^{3/2})\), and the rise becomes

\[
\frac{qa^2t_p}{4k\sqrt{\pi\alpha}\,t^{3/2}} .
\]

This equals \(EG(0,t)/C\) from (a) with \(E=\pi a^2qt_p\). Long after the pulse, the centre retains no record of the disk's size or the pulse's shape at this order, but only of the total energy.

## (g) A silicon transistor cell

**Evaluate the transient for \(a=10\ \mu\mathrm m\), a current of 40 mA at 5 V, \(k=1.48\) W/(cm K) and \(C=1.66\) J/(cm³ K), taken as model inputs; silicon near 300 K has roughly 1.5 and 1.7 in these units.**

**Solution.** The power is 0.200 W, so

\[
q=\frac{0.200\ \mathrm W}{\pi(10^{-3}\ \mathrm{cm})^2}=63.7\ \mathrm{kW/cm^2},\qquad
\frac{qa}{k}=\frac{6.37\times10^4\times10^{-3}}{1.48}\ \mathrm K=43.0\ \mathrm K .
\]

With \(\alpha=1.48/1.66=0.892\) cm²/s, the time unit is \(a^2/\alpha=1.12\ \mu\mathrm s\), and \(t_c=0.88\ \mu\mathrm s\). At \(t_c\) the rise is 70% of its final value.

At three times the model gives:

- At 0.1 µs, \(x=1.67\). The rise is 14.4 K, against 14.5 K from the early law.
- At 1 µs, \(x=0.53\). The rise is 30.7 K, while the early law would give 45.8 K.
- At 100 µs, \(x=0.053\). The rise is 41.7 K, still 3% below the final value.

Half the final rise is reached in 0.26 µs, 90% in 8.8 µs and 99% in 892 µs. For the last two, the late law of (e) gives 8.9 µs and 893 µs.

As a test of the closed form, the heat equation was also solved on a grid in \(r\) and \(z\) with the stated boundary flux, without using \(G\). At thirteen times from 10 ns to 100 µs, the two centre temperatures differ by at most 0.15%.

## (h) What the model leaves out

**Estimate the main corrections for this cell, changing one assumption at a time.**

**Solution.**

*Depth of the heating.* Most of the heat is released in the collector's depletion layer, taken here to reach from the surface down to \(d=0.5\ \mu\mathrm m\). For a source at depth \(z\), the insulated surface acts like an equal image source at height \(z\) above it. Source and image are equally far from the disk centre, with squared distance \(r^2+z^2\) in place of \(r^2\), so the response in (b) is multiplied by \(e^{-z^2/(4\alpha\tau)}\). Averaging this over the layer, with the heat assumed to be released evenly in depth, and integrating over time lowers the centre rise by 21% at 10 ns, 7% at 0.1 µs and 2.5% at 100 µs. In steady state the ring sum gives \(q(\sqrt{a^2+z^2}-z)/k\). Its average over the layer is lower than \(qa/k\) by about \(d/(2a)=2.5\%\), in agreement with the last figure.

These figures depend on where the heat is released. In a layer of uniform charge the field, and with it the heating at constant current, falls linearly from the junction. With the junction at the surface, the three reductions become 14%, 5% and 1.7%. In a real transistor the junction lies below the emitter and base, which makes them larger. If the layer starts 0.3 µm down, with the same thickness and the same falling profile, they are 37%, 13% and 4.7%; with even heating they are 43%, 16% and 5.5%.

The early law is already 1% too high at 0.11 µs because of the disk edge, while the heated depth still matters by about 7%. This cell therefore has no interval in which the root law holds to 1%. A clean interval requires \(d\ll\sqrt{\alpha t}\ll a\).

*Oxide cover.* Two thick bodies heated at their common plane share the flux so that their surface temperatures agree. By (d), each rise is proportional to \(q_i/\sqrt{k_iC_i}\), so each body takes a share proportional to \(\sqrt{k_iC_i}\). For an oxide with the assumed inputs \(k=0.014\) W/(cm K) and \(C=1.65\) J/(cm³ K), that share is 8.8%. A grid solution with 2 µm of oxide, insulated on top, shows the centre rise lowered by 8.8% at 10 ns, 5.6% at 1 µs and 0.25% at 100 µs.

*Falling conductivity.* Let \(k(T)=k_0(T/T_0)^{-n}\), with \(n=1.3\) as a rough value and \(T_0=300\) K. Define \(\vartheta=\int_{T_0}^{T}(k/k_0)\,dT'\). Then \(k\nabla T=k_0\nabla\vartheta\), so in steady state \(\vartheta\) obeys the constant-conductivity problem and equals \(qa/k_0=43.0\) K at the centre. Doing the integral and solving for the rise gives

\[
\Delta T=T_0\left\{\left[1-\frac{(n-1)\vartheta}{T_0}\right]^{-1/(n-1)}-1\right\}=47.4\ \mathrm K,
\]

which is 10% above the constant-\(k\) value. This is the largest of the steady corrections in this list, all of which keep the flux uniform over the disk.

*Finite chip.* Let the chip have thickness \(H=300\ \mu\mathrm m\), wide lateral extent and its back held at ambient. Image disks of sign \((-1)^n\) at distances \(2nH\), in pairs above and below, change the final rise by the fraction

\[
2\sum_{n\ge1}(-1)^n\,\frac{\sqrt{a^2+4n^2H^2}-2nH}{a}\simeq\frac{a}{2H}\sum_{n\ge1}\frac{(-1)^n}{n}=-\frac{a\ln2}{2H},
\]

or \(-1.2\%\). The diffusion time \(H^2/\alpha\) is 1.0 ms, comparable with the 892 µs found for 99%. That late time belongs to the half-space and should not be applied to this chip.

*Fourier's law.* Heat-carrying phonons in silicon have a broad range of free paths; 0.5 µm is taken as a rough representative value. This is 5% of the radius, but 53% of \(\sqrt{\alpha t}\) at 10 ns. The diffusive result at 10 ns is therefore doubtful, even after the correction for heated depth. These ratios indicate where the law is in question; they are not computed temperature corrections.

**The real device.** The operating point passes two rough checks. At a carrier speed of \(10^7\) cm/s the current needs \(8\times10^{15}\) carriers per cm³, below the assumed doping of \(3\times10^{16}\) cm⁻³. The carriers offset part of the doping charge and leave a net density \(N=2.2\times10^{16}\) cm⁻³. For uniform charge and a voltage \(V\) across the layer, the depletion width is \(w=\sqrt{2\epsilon V/(eN)}\) and the peak field is \(2V/w\), where \(\epsilon\) is the permittivity of silicon and \(e\) the elementary charge. At 5 V these give 0.54 µm and 0.18 MV/cm, below the breakdown field, which is about 0.3 MV/cm in lightly doped silicon and roughly 0.45 MV/cm at this doping. This concerns the collector junction alone; the collector-emitter breakdown voltage with the base open can be several times lower than the junction's and depends on the current gain. A cell may also have heated neighbours. By the point-source result in (e), an equal cell at distance \(D\gg a\) adds a fraction \(a/(2D)\) to the final rise on a half-space, or 5% at \(D=10a\). On the 300 µm chip above, the cooled back reduces this to 3.9%. Metal wiring, which removes heat, and doping, which lowers \(k\), have not been sized. The assumption of uniform flux may matter more than any correction above. If the base is contacted at the rim, the voltage drop along the base crowds the current toward the edge. With all the power on the rim, the point-source result gives a centre rise \(P/(2\pi ka)=qa/(2k)=21.5\) K, and the centre is then not the hottest point. For an assumed base sheet resistance of 5 kΩ per square and a current gain of 100, with the heating following the local current, the centre rise is about 30 K. The final rise of 43 K is thus an estimate for one isolated, uniformly heated cell, with the fall of conductivity alone raising it to about 47 K. The numerical output lists the remaining values.

## Table of computed values

```
disk radius 10.0 um; ambient 300 K
current 40 mA; voltage 5.0 V; power 0.200 W
silicon k 1.48 W/(cm K); C 1.66 J/(cm3 K)
silicon diffusivity 0.8916 cm2/s
heat flux 63.66 kW/cm2
final centre rise q a/k 43.01 K
time unit a^2/alpha 1.1216 us
crossover time 0.8809 us
fraction of final rise at crossover 0.6976
root law 1 percent too high at 0.1088 us
time to 50 percent of final rise 0.259 us
time to 90 percent of final rise 8.832 us
time to 99 percent of final rise 892.465 us
late-law time for remaining fraction 0.10: 8.926 us
late-law time for remaining fraction 0.01: 892.558 us
time us | sqrt(alpha t) um | x | rise K | root law K
0.01 | 0.944 | 5.2953 | 4.583 | 4.583
0.10 | 2.986 | 1.6745 | 14.384 | 14.493
1.00 | 9.442 | 0.5295 | 30.732 | 45.830
10.00 | 29.859 | 0.1675 | 38.970 | 144.927
100.00 | 94.423 | 0.0530 | 41.730 | 458.300
largest finite-volume deviation 0.150 percent
largest deviation, buried heating 0.154 percent
heated depth 0.50 um; oxide cover 2.0 um
oxide k 0.014 W/(cm K); C 1.65 J/(cm3 K)
time us | change by heated depth % | change by oxide %
0.01 | -21.14 | -8.81
0.10 | -7.24 | -8.68
1.00 | -3.44 | -5.60
10.00 | -2.71 | -1.01
100.00 | -2.53 | -0.25
early oxide share from sqrt(k C) 8.84 percent
conductivity exponent 1.3; corrected final rise 47.35 K
change by falling conductivity 10.08 percent
chip thickness 300 um; steady change -1.155 percent
chip diffusion time H^2/alpha 1.009 ms
rough phonon mean free path 0.50 um
mean free path / radius 0.050
mean free path / sqrt(alpha t) at 10 ns 0.530
collector doping 3.0e+16 cm-3; carriers 7.95e+15 cm-3
saturated carrier speed 1.0e+07 cm/s
depletion width 0.541 um
peak field 0.185 MV/cm; rough breakdown 0.3 MV/cm
```
